**Midpoint rule for the open-shell O$_2$ determinant**

With frozen orbitals, the determinant $D$ with opposite spins in two real, orthogonal $\pi^*$ orbitals $x$ and $y$ has the energy $E_D=[E(^3\Sigma_g^-)+E(^1\Delta_g)]/2$. Here $J_{xx}$ and $J_{xy}$ are Coulomb integrals and $K$ is the exchange integral of $x$ and $y$. The program diagonalizes the two-electron Hamiltonian in the field of the closed core and computes determinant energies separately from density matrices. It asserts the midpoint, the equal triplet and delta weights, $\langle\mathbf S^2\rangle=1$, the relation $J_{xx}-J_{xy}=2K$, and the energies of rotated, doubly occupied and complex-orbital determinants. For a bond length of 1.21 angstrom in cc-pVTZ, the output places $D$ at 0.647 eV and $^1\Delta_g$ at 1.294 eV above the triplet. Doubling the difference of separately relaxed UHF determinants gives 1.524 eV, while CASSCF with eight electrons in six orbitals gives a gap of 0.90 eV. The printed basis shifts are at most about 0.02 eV in magnitude.

## Verification by program

```python
"""
Result under test: for O2 with frozen orbitals, the determinant with an alpha
electron in real pi-star x and a beta electron in real pi-star y has an energy
halfway between triplet Sigma_g^- and singlet Delta_g.
J_xx, J_xy: Coulomb integrals; K: exchange integral of x and y.
State energies come from diagonalizing the two-electron Hamiltonian in the
field of the closed core; determinant energies come from density matrices.
Energies are in hartree internally and in eV when printed.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, mcscf, symm

EV = constants.physical_constants["Hartree energy in eV"][0]
BOND = 1.21          # angstrom, rough bond length
STRETCH = 0.05       # angstrom
GAS_TEMPERATURE = 400.0  # K


def make_molecule(basis, bond, spin, symmetry):
    return gto.M(atom=[["O", (0, 0, -bond / 2)], ["O", (0, 0, bond / 2)]],
                 unit="Angstrom", basis=basis, spin=spin,
                 symmetry=symmetry, verbose=0)


def triplet_orbitals(basis, bond=BOND):
    """Triplet ROHF, its core and open orbitals, and the exchange integral."""
    mol = make_molecule(basis, bond, 2, "D2h")
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    coeff = np.array(mf.mo_coeff)
    occupation = np.array(mf.mo_occ)
    core = coeff[:, occupation == 2]
    pair = coeff[:, occupation == 1]
    labels = np.array(symm.label_orb_symm(
        mol, mol.irrep_name, mol.symm_orb, coeff))
    assert set(labels[occupation == 1]) == {"B2g", "B3g"}
    x, y = pair.T
    _, exchange = scf.hf.dot_eri_dm(mf._eri, np.outer(x, x), hermi=1)
    return mol, mf, core, pair, labels, y @ exchange @ y


def neglected_effects(basis, data):
    """Gaps after orbital relaxation, spin polarization and correlation."""
    mol, mf, core, pair, labels, k_integral = data
    # Relaxed singlet Delta: lowest totally symmetric two-electron state.
    small = mcscf.CASSCF(mf, 2, (1, 1))
    small.fcisolver.wfnsym = "Ag"
    small.conv_tol = 1e-9
    small.kernel()
    assert small.converged
    density = small.fcisolver.make_rdm1(small.ci, 2, (1, 1))
    assert abs(density[0, 0] - density[1, 1]) < 1e-3
    assert small.e_tot <= mf.e_tot + 2 * k_integral + 1e-8

    # Separately relaxed unrestricted determinants.
    alpha = np.column_stack([core, pair[:, 0]])
    beta = np.column_stack([core, pair[:, 1]])
    broken = scf.UHF(make_molecule(basis, BOND, 0, False))
    broken.conv_tol = 1e-10
    broken.max_cycle = 100
    broken.kernel(dm0=np.array([alpha @ alpha.T, beta @ beta.T]))
    assert broken.converged
    high = scf.UHF(make_molecule(basis, BOND, 2, False))
    high.conv_tol = 1e-10
    both = np.column_stack([core, pair])
    high.kernel(dm0=np.array([both @ both.T, core @ core.T]))
    assert high.converged
    assert broken.e_tot < mf.e_tot + k_integral
    assert high.e_tot < mf.e_tot

    # Valence correlation: eight electrons in the six 2p-derived orbitals.
    choices = (("Ag", 2), ("B1u", 2), ("B2u", 0), ("B3u", 0),
               ("B2g", 0), ("B3g", 0))
    active = sorted(int(np.flatnonzero(labels == name)[skip])
                    for name, skip in choices)
    energies = []
    for electrons, state_symmetry in (((5, 3), "B1g"), ((4, 4), "Ag")):
        cas = mcscf.CASSCF(mf, 6, electrons)
        cas.fcisolver.wfnsym = state_symmetry
        cas.conv_tol = 1e-8
        cas.max_cycle_macro = 100
        cas.kernel(cas.sort_mo(active, base=0))
        assert cas.converged
        energies.append(cas.e_tot)
    assert energies[0] < mf.e_tot and energies[1] < small.e_tot
    return {
        "frozen": 2 * k_integral * EV,
        "delta_relaxed": (small.e_tot - mf.e_tot) * EV,
        "doubled": 2 * (broken.e_tot - high.e_tot) * EV,
        "correlated": (energies[1] - energies[0]) * EV,
        "determinant_lowering": (mf.e_tot + k_integral - broken.e_tot) * EV,
        "triplet_lowering": (mf.e_tot - high.e_tot) * EV,
        "spin_square": broken.spin_square()[0],
    }


main = triplet_orbitals("cc-pvtz")
mol, mf, core, pair, labels, K = main
x, y = pair.T
hcore = mf.get_hcore()
overlap = mf.get_ovlp()
n = mol.nao_nr()
eri = mol.intor("int2e").reshape(n, n, n, n)
coulomb_map = eri.reshape(n * n, n * n)
exchange_map = eri.transpose(0, 3, 1, 2).reshape(n * n, n * n)


def coulomb(density):
    return (coulomb_map @ density.real.ravel()).reshape(n, n)


def exchange(density):
    real = exchange_map @ density.real.ravel()
    imaginary = exchange_map @ density.imag.ravel()
    return (real + 1j * imaginary).reshape(n, n)


def determinant_energy(alpha_open, beta_open):
    """Full many-electron energy of one determinant from its densities."""
    densities = []
    for orbital in (alpha_open, beta_open):
        occupied = np.column_stack([core, orbital])
        densities.append(occupied @ occupied.conj().T)
    total = densities[0] + densities[1]
    energy = np.sum(hcore * total.T)
    energy += 0.5 * np.sum(coulomb(total) * total.T)
    for density in densities:
        energy -= 0.5 * np.sum(exchange(density) * density.T)
    assert abs(np.imag(energy)) < 1e-9
    return float(np.real(energy)) + mol.energy_nuc()


# Two-electron Hamiltonian in the basis (alpha orbital, beta orbital).
core_density = core @ core.T
core_field = 2 * coulomb(core_density) - exchange(core_density).real
core_energy = (np.sum((2 * hcore + core_field) * core_density)
               + mol.energy_nuc())
h_pair = pair.T @ (hcore + core_field) @ pair
g_pair = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, pair, pair, pair, pair,
                   optimize=True)
identity = np.eye(2)
hamiltonian = (np.kron(h_pair, identity) + np.kron(identity, h_pair)
               + g_pair.transpose(0, 2, 1, 3).reshape(4, 4)
               + core_energy * np.eye(4))
levels, vectors = np.linalg.eigh(hamiltonian)
E_triplet, E_delta, E_sigma = levels[0], levels[1:3].mean(), levels[3]
J_xx, J_yy, J_xy = g_pair[0, 0, 0, 0], g_pair[1, 1, 1, 1], g_pair[0, 0, 1, 1]

TOL = 1e-5 / EV  # hartree; limited by SCF convergence of axial symmetry
triplet_vector = vectors[:, 0].reshape(2, 2)
assert np.allclose(triplet_vector, -triplet_vector.T, atol=1e-6)
for column in (1, 2, 3):
    singlet_vector = vectors[:, column].reshape(2, 2)
    assert np.allclose(singlet_vector, singlet_vector.T, atol=1e-6)
assert abs(E_triplet - mf.e_tot) < TOL
assert abs(levels[2] - levels[1]) < TOL

# Midpoint and the composition of the determinant.
E_det = determinant_energy(x, y)
assert abs(E_det - (E_triplet + E_delta) / 2) < TOL
weights = vectors[1, :] ** 2
weight_triplet, weight_delta = weights[0], weights[1:3].sum()
assert abs(weight_triplet - 0.5) < 1e-6
assert abs(weight_delta - 0.5) < 1e-6 and weights[3] < 1e-6
spin_square = scf.uhf.spin_square(
    (np.column_stack([core, x]), np.column_stack([core, y])), overlap)[0]
assert abs(spin_square - 1) < 1e-8

# Integral formulas against the diagonalized levels.
assert K > 0
assert abs(E_delta - E_triplet - 2 * K) < TOL
assert abs(E_sigma - E_triplet - 4 * K) < TOL
assert abs(J_xx - J_xy - 2 * K) < TOL and abs(J_xx - J_yy) < TOL

# Real rotation, double occupation and complex orbitals.
angle = 0.4
E_rotated = determinant_energy(np.cos(angle) * x + np.sin(angle) * y,
                               -np.sin(angle) * x + np.cos(angle) * y)
E_closed = determinant_energy(x, x)
E_complex = determinant_energy((x + 1j * y) / np.sqrt(2),
                               (x - 1j * y) / np.sqrt(2))
assert abs(E_rotated - E_det) < TOL
assert abs(E_closed - (E_delta + E_sigma) / 2) < TOL
assert abs(E_complex - (E_triplet + E_sigma) / 2) < TOL
assert abs(E_complex - E_delta) < TOL

del eri, coulomb_map, exchange_map
large = neglected_effects("cc-pvtz", main)
small = neglected_effects("cc-pvdz", triplet_orbitals("cc-pvdz"))
diffuse_gap = 2 * triplet_orbitals("aug-cc-pvtz")[-1] * EV
stretched_gap = 2 * triplet_orbitals("cc-pvtz", BOND + STRETCH)[-1] * EV
assert abs(diffuse_gap - large["frozen"]) < 0.05


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("O2, triplet ROHF orbitals, cc-pVTZ; energies relative to triplet")
show("bond length", BOND, "angstrom", 2)
show("J_xx", J_xx * EV, "eV")
show("J_xy", J_xy * EV, "eV")
show("K", K * EV, "eV")
show("open-shell determinant", (E_det - E_triplet) * EV, "eV")
show("singlet Delta", (E_delta - E_triplet) * EV, "eV")
show("singlet Delta", (E_delta - E_triplet) * EV * constants.e
     * constants.N_A / 1000, "kJ/mol", 1)
show("singlet Sigma+", (E_sigma - E_triplet) * EV, "eV")
show("midpoint of triplet and Delta", (E_delta - E_triplet) * EV / 2, "eV")
print(f"midpoint error: {abs(E_det-(E_triplet+E_delta)/2)*EV:.1e} eV")
show("triplet weight in determinant", weight_triplet, "(no unit)")
show("Delta weight in determinant", weight_delta, "(no unit)")
show("determinant <S^2>", spin_square, "(hbar^2)")
show("rotation angle of real pair", angle, "rad", 1)
show("rotated real determinant", (E_rotated - E_triplet) * EV, "eV")
show("closed real determinant", (E_closed - E_triplet) * EV, "eV")
show("complex-orbital determinant", (E_complex - E_triplet) * EV, "eV")
print("Effects outside the frozen model, cc-pVTZ")
show("gap with relaxed Delta, CASSCF(2,2)", large["delta_relaxed"], "eV")
show("UHF lowering of determinant", large["determinant_lowering"], "eV")
show("UHF lowering of triplet", large["triplet_lowering"], "eV")
show("relaxed UHF determinant <S^2>", large["spin_square"], "(hbar^2)")
show("twice relaxed UHF difference", large["doubled"], "eV")
show("gap from CASSCF(8,6)", large["correlated"], "eV")
show("CASSCF(8,6) minus frozen gap",
     large["correlated"] - large["frozen"], "eV")
show("bond stretch", STRETCH, "angstrom", 2)
show("frozen-gap change on stretch", stretched_gap - large["frozen"], "eV")
show("gas temperature", GAS_TEMPERATURE, "K", 0)
show("thermal energy kT", constants.k * GAS_TEMPERATURE / constants.e, "eV")
print("Basis shifts, cc-pVTZ minus cc-pVDZ")
show("frozen-gap shift", large["frozen"] - small["frozen"], "eV")
show("relaxed-Delta gap shift",
     large["delta_relaxed"] - small["delta_relaxed"], "eV")
show("twice-UHF-difference shift", large["doubled"] - small["doubled"], "eV")
show("CASSCF(8,6) gap shift",
     large["correlated"] - small["correlated"], "eV")
show("frozen-gap shift, aug-cc-pVTZ minus cc-pVTZ",
     diffuse_gap - large["frozen"], "eV")
print("all tests passed")
```

It prints:

```
O2, triplet ROHF orbitals, cc-pVTZ; energies relative to triplet
bond length: 1.21 angstrom
J_xx: 16.8214 eV
J_xy: 15.5274 eV
K: 0.6470 eV
open-shell determinant: 0.6470 eV
singlet Delta: 1.2940 eV
singlet Delta: 124.8 kJ/mol
singlet Sigma+: 2.5879 eV
midpoint of triplet and Delta: 0.6470 eV
midpoint error: 1.5e-12 eV
triplet weight in determinant: 0.5000 (no unit)
Delta weight in determinant: 0.5000 (no unit)
determinant <S^2>: 1.0000 (hbar^2)
rotation angle of real pair: 0.4 rad
rotated real determinant: 0.6470 eV
closed real determinant: 1.9410 eV
complex-orbital determinant: 1.2940 eV
Effects outside the frozen model, cc-pVTZ
gap with relaxed Delta, CASSCF(2,2): 1.2661 eV
UHF lowering of determinant: 0.5016 eV
UHF lowering of triplet: 0.6164 eV
relaxed UHF determinant <S^2>: 1.0256 (hbar^2)
twice relaxed UHF difference: 1.5237 eV
gap from CASSCF(8,6): 0.8994 eV
CASSCF(8,6) minus frozen gap: -0.3946 eV
bond stretch: 0.05 angstrom
frozen-gap change on stretch: -0.0060 eV
gas temperature: 400 K
thermal energy kT: 0.0345 eV
Basis shifts, cc-pVTZ minus cc-pVDZ
frozen-gap shift: 0.0009 eV
relaxed-Delta gap shift: -0.0207 eV
twice-UHF-difference shift: -0.0136 eV
CASSCF(8,6) gap shift: -0.0079 eV
frozen-gap shift, aug-cc-pVTZ minus cc-pVTZ: -0.0016 eV
all tests passed
```
